# Does switching a light-matter coupling define the same model in every gauge?

**Question**

I have one electron in a potential \(V(x)\), coupled to one cavity mode in the dipole approximation. In atomic units, with electron charge \(-1\) and \(A=A_0(a+a^\dagger)\), the Coulomb-gauge Hamiltonian is

\[
\tfrac12(p+A)^2+V+\omega a^\dagger a ,
\]

and the dipole-gauge Hamiltonian is

\[
\tfrac12p^2+V+\omega a^\dagger a+i\omega A_0x(a-a^\dagger)+\omega A_0^2x^2 .
\]

They are unitarily equivalent. I want the coupling to act for a finite time, so I replace \(A_0\) by \(s(t)A_0\) in each, where \(s\) rises smoothly from zero and returns to zero. I expected the same final populations, since both gauges reduce to the same uncoupled Hamiltonian before and after the pulse. They disagree. Is this a numerical error, or does one gauge handle switching better? Would slower switching cure it?

**Answer**

Your two switched Hamiltonians describe different physical models. The transformation that connects the gauges contains the coupling, so it becomes time dependent when the coupling does, and its time derivative contributes a term that your replacement omits.

**The transformation with a time-dependent coupling**

Take the switched Coulomb-gauge model as the definition:

\[
H_C(t)=\tfrac12(p+sA)^2+V+\omega a^\dagger a .
\]

Let \(\psi_\alpha=U\psi_C\) with \(U=e^{i\alpha s xA}\), so that \(\alpha=0\) is the Coulomb gauge and \(\alpha=1\) the dipole gauge. Differentiating the new state gives

\[
i\dot\psi_\alpha=i\dot U\psi_C+UH_C\psi_C
=\left(UH_CU^\dagger+i\dot UU^\dagger\right)\psi_\alpha .
\]

The bracket is the Hamiltonian \(H_\alpha\). For the electron momentum,

\[
[i\alpha s xA,p]=i\alpha sA\,[x,p]=-\alpha sA .
\]

This commutes with the exponent, so the expansion stops and \(UpU^\dagger=p-\alpha sA\). For the mode, \([a+a^\dagger,a]=-1\) gives

\[
UaU^\dagger=a-i\lambda,\qquad Ua^\dagger U^\dagger=a^\dagger+i\lambda,\qquad \lambda=\alpha sA_0x .
\]

Multiplying these two results,

\[
Ua^\dagger aU^\dagger=(a^\dagger+i\lambda)(a-i\lambda)
=a^\dagger a+i\lambda(a-a^\dagger)+\lambda^2 .
\]

Finally, \(\dot U=i\alpha\dot s xA\,U\), hence \(i\dot UU^\dagger=-\alpha\dot s xA\). Both \(V\) and \(A\) commute with \(U\). Collecting the terms,

\[
\begin{aligned}
H_\alpha={}&\tfrac12[p+(1-\alpha)sA]^2+V+\omega a^\dagger a\\
&+i\omega\alpha sA_0x(a-a^\dagger)+\omega\alpha^2s^2A_0^2x^2-\alpha\dot s xA .
\end{aligned}
\]

Your dipole-gauge recipe gives everything at \(\alpha=1\) except the last term. I shall call a Hamiltonian without that term naive and one with it complete. The derivation assumed neither weak coupling nor slow switching. It did use \([x,p]=i\), which finite matrices cannot satisfy: the trace of a commutator of finite matrices is zero, while the trace of \(i\) times the identity is not. In a truncated basis the equivalence therefore has to be checked for convergence.

**What the missing term means**

For the free mode, \(\dot A=i[\omega a^\dagger a,A]=i\omega A_0(a^\dagger-a)\). Writing \(E=-\dot A=i\omega A_0(a-a^\dagger)\), the terms linear in \(x\) at \(\alpha=1\) are

\[
x(sE-\dot sA)=x\left[-\frac{d(sA)}{dt}\right].
\]

If the vector potential felt by the electron is \(sA\), the corresponding electric field must include the derivative of \(s\). This reading uses the free-mode \(\dot A\) and is exact only to first order in \(A_0\): under the coupled dipole-gauge Hamiltonian \(-\dot A=E+2\omega sA_0^2x\). The naive dipole model keeps only \(sE\).

Now transform the naive model back to the Coulomb gauge. It equals \(H_\alpha+\alpha\dot s xA\), and the added term commutes with \(U\), so the result is

\[
H_C+\alpha\dot s xA .
\]

Written in one common gauge, the naive models thus contain different driving terms for different \(\alpha\). When \(s\) is constant the term vanishes, which is why the unswitched Hamiltonians gave no warning.

Replacing \(A_0\) by \(sA_0\) puts \(s^2\) on the quadratic terms. Multiplying the whole interaction by \(s\) is another choice. It adds \((s-s^2)A^2/2\) in the Coulomb gauge but \((s-s^2)\omega A_0^2x^2\) in the dipole gauge. The term in \(\dot s\) does not repair that mismatch.

**How large is the effect?**

Consider \(|g,0\rangle\to|e,1\rangle\), in which the pulse excites the electron and creates a photon. Let \(\omega_{eg}\) be the electronic gap, \(\Omega=\omega_{eg}+\omega\), and \(S(\Omega)=\int s\,e^{i\Omega t}dt\). To first order in \(A_0\), the amplitude is \(-i\) times the time integral of the coupling matrix element with the phase \(e^{i\Omega t}\). The quadratic terms do not contribute at this order.

With \(H_e=p^2/2+V\), the relation \(p=i[H_e,x]\) gives \(p_{eg}=i\omega_{eg}x_{eg}\). The three linear terms then contribute as follows.

- The term \((1-\alpha)s pA\) gives \(-i(1-\alpha)(i\omega_{eg}x_{eg})A_0S=(1-\alpha)\omega_{eg}x_{eg}A_0S\).
- Since \(\langle1|a-a^\dagger|0\rangle=-1\), the term in \(\omega\) gives \(-i(-i\omega\alpha)x_{eg}A_0S=-\alpha\omega x_{eg}A_0S\).
- Integration by parts, with \(s=0\) at both ends, gives \(\int\dot s\,e^{i\Omega t}dt=-i\Omega S\). The derivative term therefore gives \(i\alpha x_{eg}A_0(-i\Omega S)=\alpha\Omega x_{eg}A_0S\).

The naive amplitude is the sum of the first two:

\[
c_{\rm naive}=[(1-\alpha)\omega_{eg}-\alpha\omega]\,x_{eg}A_0S(\Omega).
\]

Adding the third, and using \(\Omega=\omega_{eg}+\omega\), gives the complete amplitude

\[
c=\omega_{eg}x_{eg}A_0S(\Omega),
\]

which does not depend on \(\alpha\). In the naive dipole gauge the probability is wrong by the factor \((\omega/\omega_{eg})^2\). At \(\alpha^*=\omega_{eg}/(\omega_{eg}+\omega)\) the naive first-order probability is zero, so the recipe can even remove the process at this order.

**A worked case**

Take \(V=v_2x^2+v_4x^4\) with \(v_2=1\) eV/Å² and \(v_4=1\) eV/Å⁴, and a photon energy of 3 eV. The electronic gap is 7.502 eV and \(|x_{eg}|=0.7101\) Å. I express \(A_0\) as a wave number, 0.05 Å⁻¹, and time in \(\hbar/\mathrm{eV}\). These are model values, chosen to make the effect easy to compute, and they do not describe an ordinary cavity: this \(A_0\) corresponds to a vacuum field of about \(1.5\times10^9\) V/m, or a mode volume near 12 nm³, and the pulse width used below is 0.13 fs, about a tenth of the 1.4 fs optical period. The pulse is \(s=e^{-t^2/2\tau^2}\) with \(\tau=0.2\), for which

\[
S(\Omega)=\tau\sqrt{2\pi}\,e^{-\Omega^2\tau^2/2}
=0.5013\,e^{-(10.502\times0.2)^2/2}=0.0552 .
\]

The complete first-order probability is

\[
(7.502\times0.7101\times0.05\times0.0552)^2\simeq2.16\times10^{-4}.
\]

Solving the time-dependent Schrödinger equation gives \(2.150\times10^{-4}\) in the Coulomb gauge, and the same value in each of the three other gauges tried when the derivative term is present. The first-order value is 0.6% above this solution. The naive dipole model gives \(3.42\times10^{-5}\), close to its first-order value of \(3.46\times10^{-5}\). At \(\alpha^*=0.714\) the naive probability falls to \(2.0\times10^{-10}\), a remainder beyond first order.

The equivalence also holds at stronger coupling. For \(A_0=0.3\) Å⁻¹, the final Coulomb and complete dipole states differ in norm by about \(10^{-10}\), whereas the naive dipole state differs from the Coulomb state by 0.130. Adding \(\dot s xA\) to the Coulomb Hamiltonian reproduces the naive dipole state, again to about \(10^{-10}\). This identifies the omitted term as the source of the discrepancy.

**Does slower switching help?**

It can reduce the absolute error. For this Gaussian both first-order probabilities contain \(|S(\Omega)|^2\), which rises with \(\tau\) up to \(\tau=1/\Omega\approx0.095\) and falls rapidly beyond it. That common factor cancels from the first-order ratio, which stays at \((3/7.502)^2=0.160\). At \(A_0=0.005\) Å⁻¹, increasing \(\tau\) from 0.1 to 0.3 lowers the Coulomb-gauge probability from \(1.48\times10^{-5}\) to \(1.96\times10^{-8}\), while the computed ratio remains 0.160. If the small transition probability is itself the quantity you want, slow switching does not repair it. The constant ratio is a first-order result. As the pulse is lengthened at fixed \(A_0\), the first-order amplitude can become so small that higher orders matter, and the ratio then changes.

**Why some calculations agree anyway**

For absorption, \(|g,1\rangle\to|e,0\rangle\), the frequency in \(S\) is \(\omega_{eg}-\omega\), and \(\langle0|a-a^\dagger|1\rangle=+1\) reverses the sign of the second contribution:

\[
c_{\rm naive}=[(1-\alpha)\omega_{eg}+\alpha\omega]\,x_{eg}A_0S(\omega_{eg}-\omega).
\]

At resonance the bracket is \(\omega_{eg}\) for every \(\alpha\). The missing first-order contribution is proportional to \(\int\dot s\,dt\), which is zero for a complete pulse. Indeed, at \(A_0=0.005\) Å⁻¹ and \(\tau=0.2\), both models give \(1.783\times10^{-4}\) on resonance. With the 3 eV photon they give \(7.93\times10^{-5}\) and \(1.27\times10^{-5}\). A resonant absorption check at weak coupling can therefore pass although the switched models differ.

**Sudden switching on**

Let \(s\) jump from 0 to 1, starting from \(|g,0\rangle\). The Coulomb Hamiltonian contains no \(\dot s\), so its state has no time to change. In the complete dipole model, the term \(-\dot s xA\) acts as an impulse and multiplies the state by \(e^{ixA}\), just as the gauge transformation requires. Since \(\langle A\rangle=0\) and \(\langle A^2\rangle=A_0^2\), the energy gain in both is

\[
\Delta E=\tfrac12A_0^2 .
\]

The naive dipole model has no impulse. Its state remains \(|g,0\rangle\), the linear coupling has zero mean, and

\[
\Delta E_{\rm naive}=\omega A_0^2\langle x^2\rangle .
\]

In eV and Å the first expression acquires the factor \(\hbar^2/m=7.62\) eV Å². For \(A_0=0.05\) Å⁻¹ the gains are \(7.62\times0.0025/2=0.00953\) eV (\(3.50\times10^{-4}\) hartree) and \(3\times0.0025\times0.5052=0.00379\) eV (\(1.39\times10^{-4}\) hartree). A short but finite ramp reproduces both limits. These energies may be compared because the Hamiltonians at constant \(s=1\) are unitarily equivalent.

**What to do in practice**

Decide in one gauge what is being switched, then transform that Hamiltonian with \(i\dot UU^\dagger\) included. Starting from your switched dipole Hamiltonian is also consistent, provided that its Coulomb-gauge form contains \(\dot s xA\). Gauge invariance does not tell you which starting model represents a given device; that requires a description of the switching mechanism.

Observables need the same care. After the pulse \(U=1\), and populations can be compared directly. During it, \(a^\dagger a\) represents different quantities in different gauges. At \(t=\tau\) with \(A_0=0.3\) Å⁻¹, its mean is 0.0306 in the Coulomb gauge and 0.0092 in the complete dipole gauge, although the two states are related by \(U\). To obtain the Coulomb-gauge photon number from the dipole-gauge state, use \(Ua^\dagger aU^\dagger\). The numerical output below gives the remaining values.

## Computed values

```
INPUTS
v2 = 1.0 eV/A^2, v4 = 1.0 eV/A^4
photon energy = 3.0 eV
A0 main, weak, strong = 0.05, 0.005, 0.3 1/A
pulse width tau = 0.2 hbar/eV
ELECTRON
hbar^2/m = 7.6200 eV A^2
gap = 7.5023 eV, |x_eg| = 0.7101 A
<x^2> in g = 0.5052 A^2
PROBABILITY OF |g,0> -> |e,1>, main A0
Coulomb gauge: 2.14993e-04
alpha* = 0.7143
alpha, complete, naive, naive first order
0.5000  2.14993e-04  1.944e-05  1.948e-05
0.7143  2.14993e-04  2.012e-10  3.032e-36
1.0000  2.14993e-04  3.423e-05  3.459e-05
Coulomb first order: 2.16308e-04
PULSE WIDTH SCAN, weak A0
(photon energy/gap)^2 = 0.1599
tau (hbar/eV), Coulomb, naive dipole, ratio
0.1  1.479e-05  2.365e-06  0.1599
0.2  2.163e-06  3.458e-07  0.1599
0.3  1.959e-08  3.131e-09  0.1598
ABSORPTION |g,1> -> |e,0>, weak A0
photon energy (eV), Coulomb, naive dipole, ratio
3.0000  7.925e-05  1.267e-05  0.1599
7.5023  1.783e-04  1.783e-04  1.0000
FINAL STATES, strong A0 (norm of difference)
complete dipole - Coulomb: 1.3e-10
naive dipole - Coulomb: 0.1302
naive dipole - (Coulomb + sdot*x*A): 5.6e-11
leaving |g,0>: Coulomb, complete, naive
0.00897  0.00897  0.00141
DURING THE PULSE, t = tau, strong A0
s = 0.6065, norm of U psi_C - psi_D = 1.9e-10
<a^dagger a>: Coulomb 0.03058, dipole 0.00921
CONSTANT s = 1, strong A0
lowest level, Coulomb: 0.096743 eV
lowest level, dipole: 0.096743 eV
largest error in four levels: 1.2e-13 eV
ENERGY GAIN ON RAPID SWITCHING, main A0
ramp width = 0.002 hbar/eV
Coulomb: 0.009523 eV, sudden limit 0.009525 eV
complete dipole: 0.009523 eV, sudden limit 0.009525 eV
naive dipole: 0.003789 eV, sudden limit 0.003789 eV
sudden limits: 3.500e-04 (complete), 1.392e-04 (naive) hartree
```
